# Permanent Dipoles and Second-Harmonic Dispersion of Two-Level Push-Pull Chromophores, part 1

(Sections cited here and not found follow in the second part.)

## 1. Which permanent dipoles the response contains

### The physical situation

A push-pull chromophore carries an electron donor at one end of a conjugated bridge and an acceptor at the other. Its lowest strong excitation moves electronic charge along the bridge, so the ground state and the excited state both have a permanent dipole, and the two dipoles differ. Light of angular frequency $\omega$ drives the molecule, and because the molecule has no centre of symmetry, its dipole also oscillates at $2\omega$.

A calculation of this second-harmonic dipole receives three dipole matrix elements: the transition dipole and two permanent dipoles. It has to be decided how the permanent ones enter. A charged chromophore shows that the question matters. If the coordinate origin is moved by $a$ along the molecular axis, a molecule of net charge $q$ has its dipole operator changed by $-qa$ times the unit operator. Both permanent dipoles change by $-qa$, while the transition dipole stays the same because the two states are orthogonal. A response that contained either permanent dipole by itself would depend on where the origin was put. The difference of the two dipoles does not.

### Model and symbols

The molecule has a ground state $g$ of energy $0$ and one excited state $e$ of energy $W=\hbar\omega_0$. Its position and orientation are fixed. All dipoles lie along one axis, and $E$ is the field component along that axis at the molecule, so that local-field corrections are already contained in $E$. The coupling is taken in the electric-dipole approximation,

$$V=-\mu E .$$

The dipole matrix, in the order $g,e$, is

$$\mu=\begin{pmatrix}\mu_{gg}&m\\ m&\mu_{ee}\end{pmatrix},\qquad \Delta\mu=\mu_{ee}-\mu_{gg}.$$

The phase of the state $e$ is chosen so that $m$ is real. Other electronic states, vibrations, solvent and linewidths are left out.

The numerical illustrations use one set of round model parameters: $W=3$ eV, $m=7$ D, $\mu_{gg}=6$ D and $\mu_{ee}=18$ D, hence $\Delta\mu=12$ D.

### Classical field of any strength

Take the ground-state dipole out of both diagonal elements:

$$\mu=\mu_{gg}\,\mathbf 1+\tilde\mu,\qquad \tilde\mu=\begin{pmatrix}0&m\\ m&\Delta\mu\end{pmatrix}. \tag{1}$$

With $H_{\rm mol}=W|e\rangle\langle e|$, the Schrödinger equation in a prescribed field $E(t)$ is

$$i\hbar\,\dot\psi=\left[H_{\rm mol}-\tilde\mu E(t)-\mu_{gg}E(t)\right]\psi .$$

The last term is a number at each time. It can be absorbed in a phase by writing

$$\psi(t)=e^{i\theta(t)}\varphi(t),\qquad \theta(t)=\frac{\mu_{gg}}{\hbar}\int_{0}^{t}E(t')\,dt' .$$

Differentiation gives $i\hbar\dot\psi=e^{i\theta}(i\hbar\dot\varphi-\hbar\dot\theta\varphi)$, and $\hbar\dot\theta=\mu_{gg}E$. The terms with $\mu_{gg}$ on the two sides cancel, which leaves

$$i\hbar\,\dot\varphi=\left[H_{\rm mol}-\tilde\mu E(t)\right]\varphi .$$

This equation and the initial condition $\varphi(0)=|g\rangle$ contain only $W$, $m$ and $\Delta\mu$. The phase drops out of every expectation value, so

$$\langle\mu\rangle(t)-\mu_{gg}=\langle\varphi(t)|\tilde\mu|\varphi(t)\rangle . \tag{2}$$

No expansion in the field was made. In this model the induced dipole therefore depends on the permanent dipoles only through $\Delta\mu$, to every order in $E$. The same follows for a density matrix $\rho$, since the unit matrix commutes with $\rho$. It remains true with relaxation terms in the equation of motion, provided that these terms do not themselves depend on $\mu_{gg}$.

The physical content is that the energy $-\mu_{gg}E$ shifts both levels equally and cannot be noticed from inside the molecule. What the field modulates is the gap, which becomes $W-\Delta\mu E(t)$. In addition, each unit of excited population changes the dipole by $\Delta\mu$.

A strong-field calculation shows the statement at work. The field has amplitude $2.4\times10^{9}$ V/m and photon energy $1.15$ eV, and the largest induced dipole after the field is fully on is $2.70$ D. When both permanent dipoles are lowered by $6$ D, so that $\Delta\mu$ stays at $12$ D, the induced dipole changes by at most $2.3\times10^{-10}$ D, which is numerical noise. When the ground-state dipole alone is set to zero, $\Delta\mu$ rises to $18$ D and the induced dipole changes by up to $0.61$ D.

### Quantized field

In molecular quantum electrodynamics the field is an operator. The term $-\mu_{gg}E$ is then no longer a number but a static source acting on the field, and the phase argument does not apply. A displacement of the field takes its place.

Let $\mathbf p^\perp(\mathbf r)$ be the transverse polarization of the molecule, $\mathbf d^\perp(\mathbf r)$ the transverse displacement field and $\mathbf b(\mathbf r)$ the magnetic field. The multipolar Hamiltonian in the electric-dipole approximation is

$$H=H_{\rm mol}+\int\!\left[\frac{(\mathbf d^\perp-\mathbf p^\perp)^2}{2\varepsilon_0}+\frac{\varepsilon_0c^2\,\mathbf b^2}{2}\right]d^3r . \tag{3}$$

Expanding the square gives the free-field energy, the coupling $-\varepsilon_0^{-1}\int\mathbf p^\perp\!\cdot\mathbf d^\perp d^3r$, and the dipole self-energy $\int(\mathbf p^\perp)^2d^3r/2\varepsilon_0$. For a point dipole the self-energy diverges, so a common upper limit on the wave vectors of all the fields is understood.

The polarization is linear in $\mu$, so (1) splits it into

$$\mathbf p^\perp=\mathbf p_g^\perp\,\mathbf 1+\tilde{\mathbf p}^\perp .$$

Here $\mathbf p_g^\perp(\mathbf r)$ is an ordinary static vector field proportional to $\mu_{gg}$. Let $\mathbf a$ be the transverse vector potential. Its commutator with the displacement field is

$$[d_i^\perp(\mathbf r),a_j(\mathbf r')]=i\hbar\,\delta^\perp_{ij}(\mathbf r-\mathbf r').$$

Define the unitary operator

$$U=\exp\!\left[-\frac{i}{\hbar}\int\mathbf p_g^\perp\!\cdot\mathbf a\;d^3r\right].$$

The commutator of $\mathbf d^\perp$ with the exponent is $(-i/\hbar)(i\hbar)\,\mathbf p_g^\perp=\mathbf p_g^\perp$. This is a number, so the series for $U^\dagger\mathbf d^\perp U$ stops after its second term:

$$U^\dagger\mathbf d^\perp U=\mathbf d^\perp+\mathbf p_g^\perp .$$

The magnetic field is the curl of $\mathbf a$ and commutes with $U$, and so do the molecular operators. Therefore

$$U^\dagger HU=H_{\rm mol}+\int\!\left[\frac{(\mathbf d^\perp-\tilde{\mathbf p}^\perp)^2}{2\varepsilon_0}+\frac{\varepsilon_0c^2\,\mathbf b^2}{2}\right]d^3r . \tag{4}$$

The ground-state dipole has disappeared from the Hamiltonian. All energy levels of molecule plus field therefore depend on the permanent dipoles only through $\Delta\mu$. So does the time evolution, if the initial state is $U\varphi$ with $\varphi$ independent of $\mu_{gg}$. That condition means that the static field belonging to the ground-state dipole is already present when the process begins.

The self-energy is needed for this result. For one field mode of energy $\hbar\omega_c$ and coupling constant $\kappa$, with the zero-point energy dropped, the counterpart of (3) is

$$H=H_{\rm mol}+\hbar\omega_c\,a^\dagger a-\kappa\mu(a+a^\dagger)+\frac{\kappa^2\mu^2}{\hbar\omega_c}
=H_{\rm mol}+\hbar\omega_c\Big(a^\dagger-\frac{\kappa\mu}{\hbar\omega_c}\Big)\Big(a-\frac{\kappa\mu}{\hbar\omega_c}\Big).$$

The shift $a\to a+\kappa\mu_{gg}/\hbar\omega_c$ turns $\mu$ into $\tilde\mu$ in both brackets. If the self-energy is omitted, the same shift leaves behind the term $-\kappa^2(\mu_{gg}+\tilde\mu)^2/\hbar\omega_c$. Its cross term $-2\kappa^2\mu_{gg}\tilde\mu/\hbar\omega_c$ still contains $\mu_{gg}$.

With $\hbar\omega_c=1.15$ eV and $\kappa=0.02$ eV/D, the ground-state dipole was changed from $6$ D to zero at fixed $\Delta\mu$. With the self-energy, the six lowest excitation energies stayed the same to about $3\times10^{-15}$ eV. Without it, they moved by up to $0.047$ eV. The cross term accounts for the size: its $ee$ element is $2(0.02)^2(6)(12)/1.15=0.050$ eV in magnitude.

### The time-ordered amplitude

Second-harmonic generation at leading order needs three photon events: two absorptions at $\omega$ and one emission at $2\omega$. The self-energy contains no photon operator and two factors of $\mu$, so it would raise the amplitude from third to fifth order in the dipoles. It plays no part here, and the cancellation of $\mu_{gg}$ must occur among the three-event paths themselves.

The molecule starts and ends in $g$. Let $r$ and $s$ be its first and second intermediate states, and let $x=\hbar\omega$. Third-order perturbation theory gives

$$M=\sum\frac{V_{f,II}\,V_{II,I}\,V_{I,i}}{(E_i-E_{II})(E_i-E_I)} .$$

The three factors $V=-\mu E$ contribute an overall minus sign. Reversing both denominators changes nothing. The field factors are the same for every ordering and can be taken outside the sum. The molecular factor is then

$$S=\sum_{r,s}\mu_{gs}\,\mu_{sr}\,\mu_{rg}\,G_{rs}, \tag{5}$$

where $G_{rs}$ sums the inverse products of the energies $E_I-E_i$ and $E_{II}-E_i$. An absorption changes the photon energy by $-x$, and the emission changes it by $+2x$. The emission can come last, second or first, which gives in this order

$$G_{rs}=\frac{1}{(E_r-x)(E_s-2x)}+\frac{1}{(E_r-x)(E_s+x)}+\frac{1}{(E_r+2x)(E_s+x)} .$$

**Both intermediates ground.** With $E_r=E_s=0$,

$$G_{gg}=\frac1{2x^2}-\frac1{x^2}+\frac1{2x^2}=0 .$$

The term in $\mu_{gg}^3$ vanishes.

**One intermediate ground.** Both paths of this kind have the dipole product $\mu_{gg}m^2$. Their energy factors are

$$G_{eg}=-\frac{1}{2x(W-x)}+\frac{1}{x(W-x)}+\frac{1}{x(W+2x)}=\frac{1}{2x(W-x)}+\frac{1}{x(W+2x)},$$

$$G_{ge}=-\frac{1}{x(W-2x)}-\frac{1}{x(W+x)}+\frac{1}{2x(W+x)}=-\frac{1}{x(W-2x)}-\frac{1}{2x(W+x)} .$$

Add them and pair the terms with similar denominators:

$$\frac1{2x}\Big[\frac1{W-x}-\frac1{W+x}\Big]=\frac{1}{W^2-x^2},\qquad
\frac1x\Big[\frac1{W+2x}-\frac1{W-2x}\Big]=-\frac{4}{W^2-4x^2} .$$

With the common denominator $D=(W^2-x^2)(W^2-4x^2)$ the sum becomes

$$G_{eg}+G_{ge}=\frac{(W^2-4x^2)-4(W^2-x^2)}{D}=-\frac{3W^2}{D} .$$

**Both intermediates excited.** The dipole product is $m^2\mu_{ee}$, and the energy factor, called $F$ from here on, is

$$F=G_{ee}=\frac{1}{(W-x)(W-2x)}+\frac{1}{(W-x)(W+x)}+\frac{1}{(W+2x)(W+x)} . \tag{6}$$

Over the same denominator, the three numerators are $W^2+3Wx+2x^2$, $W^2-4x^2$ and $W^2-3Wx+2x^2$. The terms in $Wx$ cancel, and so do those in $x^2$, so that

$$F=\frac{3W^2}{(W^2-x^2)(W^2-4x^2)} . \tag{7}$$

This is the negative of $G_{eg}+G_{ge}$. The complete molecular factor is therefore

$$S=m^2\mu_{ee}F-m^2\mu_{gg}F=m^2\Delta\mu\,F . \tag{8}$$

Two rules for an implementation follow. One may sum over all intermediate states, including $g$, with the unmodified dipoles. Or one may leave out $g$ as an intermediate state and replace $\mu_{ee}$ by $\Delta\mu$. Leaving out $g$ while keeping $\mu_{ee}$ multiplies the result by $\mu_{ee}/\Delta\mu$, here $18/12=1.5$.

The second rule is also the safer one numerically at low frequency. As $x\to0$, $G_{eg}$ tends to $+3/(2xW)$ and $G_{ge}$ to $-3/(2xW)$, while the separate terms of $G_{gg}$ grow as $1/x^2$. The finite answer then appears as a small difference of large numbers.

## 2. The dispersion formula and its use

### Symbols and results carried over

The molecule has excitation energy $W$, transition dipole $m$ and permanent dipoles $\mu_{gg}$ and $\mu_{ee}$, with $\Delta\mu=\mu_{ee}-\mu_{gg}$. All dipoles and the field $E$ lie along one axis, and $x=\hbar\omega$ is the photon energy of the driving light. The induced dipole $\langle\mu\rangle-\mu_{gg}$ can be calculated with the reduced dipole matrix $\tilde\mu$, whose elements are $0$, $m$, $m$ and $\Delta\mu$. The time-ordered amplitude has the molecular factor $S=m^2\Delta\mu F$, with $F$ given by (6) as a sum of three terms and by (7) in closed form.

### Definition of the hyperpolarizability

The first hyperpolarizability $\beta$ is defined here by the Taylor expansion in a static field,

$$\langle\mu\rangle=\mu_{gg}+\alpha E+\tfrac12\beta E^2+\dots \tag{9}$$

For a slowly varying field $E=E_0\cos\omega t$ the quadratic term is $\tfrac12\beta E_0^2\cos^2\omega t=\tfrac14\beta E_0^2(1+\cos2\omega t)$. At finite frequency $\beta(-2\omega;\omega,\omega)$ is accordingly defined by

$$\mu_{2\omega}(t)=\tfrac14\,\beta(-2\omega;\omega,\omega)\,E_0^2\cos2\omega t . \tag{10}$$

If the expansion is written without the factor $\tfrac12$, the same dipole belongs to a $\beta$ half as large. This factor must be settled before two values are compared.

### The second-harmonic dipole from the density matrix

The following derivation is independent of the photon paths and fixes the factor between $S$ and $\beta$. With $\tilde\mu$, the Hamiltonian has the elements $H_{gg}=0$, $H_{ee}=W-\Delta\mu E$ and $H_{eg}=H_{ge}=-mE$. The $eg$ element of $i\hbar\dot\rho=[H,\rho]$ is

$$i\hbar\dot\rho_{eg}=H_{eg}\rho_{gg}+H_{ee}\rho_{eg}-\rho_{eg}H_{gg}-\rho_{ee}H_{eg} .$$

Inserting the elements and using $\rho_{gg}=1-\rho_{ee}$ gives

$$i\hbar\dot\rho_{eg}=(W-\Delta\mu E)\rho_{eg}-mE(1-2\rho_{ee}). \tag{11}$$

The induced dipole is the trace of $\tilde\mu\rho$:

$$\mu_{\rm ind}=2m\,{\rm Re}\,\rho_{eg}+\Delta\mu\,\rho_{ee} . \tag{12}$$

For a molecule held fixed, the induced dipole in a classical field depends on the permanent dipoles only through $\Delta\mu$, and the photon paths give the molecular factor $S=m^2\Delta\mu F$. It remains to solve (11) to second order, which fixes the factor between $S$ and $\beta$ and gives the dispersion formula, and then to examine how that formula is used and where it holds.
